\section*{Birch-Murnaghan parameters from a linear fit in inverse two-thirds volume}

\section{What dimensions allow}

Let $E$ be the energy and $V$ the volume, both per formula unit, and let
\begin{equation}
x=V^{-2/3},\qquad E(x)=a+bx+cx^2+dx^3 .
\label{cubic}
\end{equation}
The variable $x$ is an inverse length squared. Suppose that the cubic has a minimum at $x_0$, and write $s=E_{xx}(x_0)/2$, where subscripts denote derivatives. Then $s$ is an energy times length to the fourth power, and $d$ is an energy times length to the sixth. The equilibrium volume must be $V_0=x_0^{-3/2}$. A bulk modulus is an energy per volume, and its value at zero pressure involves no derivative of $E$ beyond the second. Since $E_x$ vanishes there, it can depend on $s$ and $x_0$ alone, so $B_0\propto s\,x_0^{7/2}$. The pressure derivative $B_0'$ is a pure number that brings in the third derivative linearly. The one dimensionless combination available is $dx_0/s$, so $B_0'$ is a constant plus a multiple of $dx_0/s$. The additive energy $a$ affects none of these three quantities. What remains is to find the numerical factors and a dependable way to obtain $x_0$, $s$ and $d$ from data.

The cubic form comes from finite-strain theory. The Eulerian strain is $f=(x/x_0-1)/2$, positive in compression. The third-order Birch-Murnaghan equation truncates the energy after $f^3$. Since $f$ is linear in $x$, this is a cubic in $x$.

Energies here are static: zero-point and thermal contributions are left out. Any cell-shape parameters and internal coordinates not fixed by symmetry must be relaxed at each fixed volume. The energy is then stationary under volume-conserving strains, the stress is isotropic, and $P=-dE/dV$ is the hydrostatic pressure.

\section{The nonlinear fit is unnecessary}

A direct approach fits $E_0,V_0,B_0,B_0'$ by nonlinear least squares. It needs starting values and iteration, although the model is linear in $a,b,c,d$. With at least four distinct volumes the linear fit has a unique solution: two different solutions would differ by a nonzero cubic vanishing at four points, which is impossible.

The physical parameters follow from the fitted cubic. Stationarity requires
\begin{equation}
b+2cx+3dx^2=0,\qquad
x=\frac{-c\pm\sqrt{c^2-3bd}}{3d}.
\label{roots}
\end{equation}
At these roots $E_{xx}=2c+6dx=\pm2\sqrt{c^2-3bd}$. A minimum needs the plus sign, whatever the sign of $d$, and therefore
\begin{equation}
s=\sqrt{c^2-3bd}.
\end{equation}
The expression in \eqref{roots} becomes $0/0$ when $d=0$ and $c>0$. Multiplying its numerator and denominator by $s+c$, and using $s^2-c^2=-3bd$, gives
\begin{equation}
x_0=\frac{s-c}{3d}=\frac{-3bd}{3d(s+c)}=-\frac{b}{c+s}.
\label{root}
\end{equation}
The last form has the correct limit $-b/(2c)$ at $d=0$. For $c+s\ne0$, the conditions for a physical minimum are $c^2>3bd$ and $x_0>0$. When $c^2>3bd$, the sum $c+s$ vanishes only if $c<0$ and $bd=0$. There is then no minimum when $d=0$; when $b=0$ and $d\ne0$, the first form in \eqref{root} still applies.

For the pressure, use $dx/dV=-2x/(3V)$ and $1/V=x^{3/2}$:
\begin{equation}
P=-E_x\frac{dx}{dV}=\frac23x^{5/2}E_x .
\end{equation}
The same chain rule gives the bulk modulus,
\begin{align}
B&=-V\frac{dP}{dV}=\frac23x\frac{dP}{dx}\nonumber\\
&=\frac49\left(\frac52x^{5/2}E_x+x^{7/2}E_{xx}\right).
\label{B}
\end{align}
At $x_0$ the first term vanishes and $E_{xx}=2s$, so
\begin{equation}
B_0=\frac89\,s\,x_0^{7/2}.
\label{B0}
\end{equation}
For $B'=dB/dP=(dB/dx)/(dP/dx)$, differentiate and then set $E_x=0$:
\begin{align}
\left.\frac{dP}{dx}\right|_{x_0}&=\frac23x_0^{5/2}E_{xx},\\
\left.\frac{dB}{dx}\right|_{x_0}
&=\frac49x_0^{5/2}\left[\left(\frac52+\frac72\right)E_{xx}
+x_0E_{xxx}\right].
\end{align}
With $E_{xxx}=6d$ the quotient is
\begin{equation}
B_0'=\frac23\left(6+\frac{6dx_0}{2s}\right)
=4+\frac{2dx_0}{s}.
\label{Bp}
\end{equation}
Setting $d=0$ gives $B_0'=4$, the second-order equation. A negative $d$ means $B_0'<4$. High-precision volume derivatives of test cubics with positive, negative and zero $d$ agree with these results.

To return to the standard form, expand the cubic about its minimum and let $u=x/x_0-1$. Since $1/V_0=x_0^{3/2}$, equation \eqref{B0} gives $sx_0^2=9V_0B_0/8$, and \eqref{Bp} then gives $dx_0^3=(B_0'-4)sx_0^2/2$. Hence
\begin{align}
E&=E_0+sx_0^2u^2+dx_0^3u^3\nonumber\\
&=E_0+K\left[2u^2+(B_0'-4)u^3\right],\quad
K=\frac{9V_0B_0}{16}.
\label{bm}
\end{align}
The map between admissible cubics and parameters with $V_0,B_0>0$ is thus one-to-one. When the linear optimum is admissible, it is also the nonlinear optimum for the same weights. A separate nonlinear fit confirms this for both data sets below.

\section{Raw powers hide a severe cancellation}

The naive linear scheme puts $1,x,x^2,x^3$ directly into the least-squares matrix. Consider phase A of the example below, with eleven volumes from 31 to 36~\AA$^3$. Its fitted raw terms at the minimum, in eV, are
\begin{equation}
24.88907-26.95387-20.75945+22.82426\simeq 10^{-5}.
\end{equation}
Four terms of more than 20~eV cancel to about $10^{-5}$~eV. A relative error of $10^{-4}$ in any one coefficient would shift this energy by more than 2~meV.

The cause is the narrow range of $x$. Let $x_m$ be the midpoint of the sampled range in $x$ and $h$ its half-width. The polynomial $(x-x_m)^3$ has leading coefficient one, so its raw coefficient vector has norm at least one, yet its value at every data point is at most $h^3$ in magnitude. For $N$ points the smallest singular value of the matrix is therefore at most $\sqrt N\,h^3$. The largest is at least $\sqrt N$, because of the constant column. The condition number $\kappa$, their ratio, obeys
\begin{equation}
\kappa\ge h^{-3}\simeq 9\times10^6,
\end{equation}
with $x$ in \AA$^{-2}$ and $h=0.004807$~\AA$^{-2}$. The computed value is $5.0\times10^7$.

That number depends on the unit of length, but rescaling alone is no cure. In powers of $x/x_m$, the polynomial $(x/x_m-1)^3$ has coefficient vector $(-1,3,-3,1)$ of norm $\sqrt{20}$, and its values are at most $(h/x_m)^3=1.24\times10^{-4}$. The same argument gives $\kappa\ge3.6\times10^4$. The variable must also be centred:
\begin{equation}
t=\frac{x-x_m}{h},\qquad
E=A_0+A_1t+A_2t^2+A_3t^3 .
\end{equation}
Now $t$ runs from $-1$ to $1$, and the condition number for phase A is 7.1. The space of cubics is unchanged, so in exact arithmetic the fit is unchanged too. Double precision still tolerates the raw matrix in this example: both routes give the same $V_0$, $B_0$ and $B_0'$ to within one part in $10^6$. Centring provides a margin that raw powers spend on cancellation.

Equation \eqref{root} applies in $t$ with $b,c,d$ replaced by $A_1,A_2,A_3$. Each derivative with respect to $x$ supplies a factor $1/h$, so
\begin{align}
S&=\sqrt{A_2^2-3A_1A_3},& t_0&=-\frac{A_1}{A_2+S},\nonumber\\
x_0&=x_m+ht_0,& s&=\frac{S}{h^2},\qquad d=\frac{A_3}{h^3}.
\label{scaled}
\end{align}
If the fitted curve, as a function of $x$, is convex at the midpoint, $A_2>0$ and the denominator of $t_0$ is a sum of positive numbers. The raw coefficient offers no such assurance: comparing powers gives $c=A_2/h^2-3dx_m$, which for phase A is $5354-7641=-2287$~eV\,\AA$^4$, although the curve is convex at its midpoint.

One further fault is not numerical. A cubic fitted to compressed cells alone can have a minimum outside the data, and its parameters are then extrapolations. The scheme therefore requires $A_2^2>3A_1A_3$ and $|t_0|\le1$. A test set taken wholly on the compressed side is rejected.

\section{Two model polymorphs}

The data come from Vinet curves, whose parameters are known but which are not Birch-Murnaghan cubics. The fit can therefore miss. Phase A has $E_0=0$, $V_0=34$~\AA$^3$, $B_0=200$~GPa and $B_0'=5$. Phase B has $E_0=0.08$~eV, $V_0=32$~\AA$^3$, $B_0=240$~GPa and $B_0'=4.5$. These are round model values and describe no particular material. Energies are rounded to $1~\mu$eV; they are listed in the numerical output.

For phase A the centred coefficients are $A_1=0.0635508$, $A_2=0.1237383$ and $A_3=0.0029314$~eV. Equations \eqref{scaled} give
\begin{align}
S&=\sqrt{0.0153112-0.0005589}=0.121459\ \text{eV},\\
t_0&=-\frac{0.0635508}{0.1237383+0.121459}=-0.259182,\\
x_0&=0.0965275-0.259182\times0.0048073\nonumber\\
&=0.0952816\ \text{\AA}^{-2}.
\end{align}
Thus $V_0=x_0^{-3/2}=34.0006$~\AA$^3$. With $s=5255.60$~eV\,\AA$^4$ and $d=26385.8$~eV\,\AA$^6$,
\begin{align}
B_0&=\frac{8}{9}\frac{sx_0^2}{V_0}
=\frac{8}{9}\frac{47.7133}{34.0006}
=1.24738\ \text{eV\,\AA}^{-3},\\
B_0'&=4+\frac{2\times26385.8\times0.0952816}{5255.60}=4.957.
\end{align}
The modulus is 199.85~GPa, low by 0.07\% relative to the input, while $B_0'$ is low by 0.043. For phase B the fit gives 32.0001~\AA$^3$, 239.74~GPa and 4.492. The rms residuals are 13 and 16~$\mu$eV, well above the rounding error of at most $0.5~\mu$eV. They mainly measure the mismatch between the two energy laws.

\section{Where the remaining error comes from}

The mismatch can be calculated. With $k=\frac32(B_0'-1)$, $q=1-(V/V_0)^{1/3}$ and $z=kq$, the Vinet energy is
\begin{equation}
E=E_0+\frac{9B_0V_0}{k^2}\left[1-(1-z)e^z\right].
\end{equation}
The bracket expands as $z^2/2+z^3/3+z^4/8+\cdots$, so
\begin{equation}
E-E_0=K\left[8q^2+\frac{16k}{3}q^3+2k^2q^4+\cdots\right].
\end{equation}
Because $V/V_0=(1+u)^{-3/2}$, one has $q=1-(1+u)^{-1/2}=u/2-3u^2/8+5u^3/16-\cdots$. Its powers, to fourth order, are
\begin{align}
q^2&=\frac{u^2}{4}-\frac{3u^3}{8}+\frac{29u^4}{64},\\
q^3&=\frac{u^3}{8}-\frac{9u^4}{32},\qquad q^4=\frac{u^4}{16}.
\end{align}
Collecting terms, the coefficient of $u^2$ is 2 and that of $u^3$ is $-3+2k/3=B_0'-4$, as in \eqref{bm}. The first term missing from the cubic model is $Ke_4u^4$, with
\begin{equation}
e_4=\frac{29}{8}-\frac{3k}{2}+\frac{k^2}{8}.
\end{equation}
For phase A, $k=6$ and $e_4=-7/8$.

Take a window centred on the minimum, with nodes symmetric and equally spaced in $u=wt$. Least squares replaces $t^4$ by an even polynomial $\alpha t^2+\beta$, where
\begin{equation}
\alpha=\frac{\langle t^6\rangle-\langle t^2\rangle\langle t^4\rangle}
{\langle t^4\rangle-\langle t^2\rangle^2}
\end{equation}
and angle brackets are averages over the nodes. For eleven nodes the three averages are $\langle t^2\rangle=0.4$, $\langle t^4\rangle=0.2848$ and $\langle t^6\rangle=0.23872$, which give $\alpha=1$. The coefficient of $u^2$ changes from 2 to $2+\alpha e_4w^2$. The next term, $u^5$, shifts the minimum at order $w^4$, so to leading order
\begin{equation}
\frac{\delta B_0}{B_0}=\frac{\alpha e_4w^2}{2}=-\frac{7}{16}w^2 .
\end{equation}
At $w=0.05$ this is $-0.219$~GPa, and the computed bias is $-0.2186$~GPa. The bias in $B_0'$ is of order $w^2$ as well, and it has two sources. By \eqref{bm}, $B_0'-4$ is twice the cubic coefficient divided by the quadratic one, so the change in the $u^2$ coefficient alone gives $-(B_0'-4)\alpha e_4w^2/2$, which is $+0.0011$ at $w=0.05$. The $u^5$ term changes the cubic coefficient at the same order and supplies the remaining $+0.0009$ of the computed $+0.0020$. Doubling $w$ from 0.025 multiplies the computed biases in $B_0$ and $B_0'$ by 3.997 and 4.000.

An off-centre window can be much worse for $B_0'$. If its centre is at $u_c$, then $u=u_c+wt$ and $u^4$ contains $4u_cw^3t^3$. Since $t^3=(u-u_c)^3/w^3$, the cubic coefficient in $u$ acquires $4e_4u_c$. Equation \eqref{bm} then gives, to first order in the offset,
\begin{equation}
\delta B_0'\simeq4e_4u_c=-3.5\,u_c .
\end{equation}
For $u_c=0.01$ this predicts $-0.035$; the full calculation at $w=0.05$ gives $-0.033$, compared with $+0.002$ for the centred window. The original phase-A data have $u_c=x_m/x_0-1=0.0131$, which predicts $-0.046$. The observed bias is $-0.043$, so the offset is its main source. When $B_0'$ is the quantity of interest, a useful remedy is to fit once, move the volumes so that their $x$ values surround $x_0$ symmetrically, and fit again. This need not improve $B_0$: its bias is $-0.147$~GPa for the original phase-A data, but $-0.219$~GPa for the centred window of nearly the same relative width.

\section{Noise sets a lower limit to the window}

Shrinking a centred window reduces the bias but amplifies noise. At a fixed offset $u_c$, the leading bias $\delta B_0'\simeq4e_4u_c$ does not depend on $w$, so shrinking the window does not remove it. Let each energy have an independent error of standard deviation $\sigma$. The nodes in $t$ do not change with $w$, so every $A_j$ has an error proportional to $\sigma$ and independent of $w$. For a centred window, $A_2\simeq2Kw^2$ and $A_3\simeq K(B_0'-4)w^3$. To leading order in small $\sigma$ and $w$,
\begin{align}
\frac{\delta x_0}{x_0}&\simeq-\frac{w\,\delta A_1}{2A_2}
=-\frac{\delta A_1}{4Kw},\\
\frac{\delta B_0}{B_0}&\simeq\frac{\delta A_2}{2Kw^2},\qquad
\delta B_0'\simeq\frac{\delta A_3}{Kw^3}.
\end{align}
The spreads of $V_0$, $B_0$ and $B_0'$ thus grow as $w^{-1}$, $w^{-2}$ and $w^{-3}$. Halving $w$ from 0.05 multiplies the sampled spreads by 1.998, 3.953 and 7.995.

The size of the last effect can also be checked. Removing from $t^3$ its least-squares projection on $t$ leaves a sum of squares $11(0.23872-0.2848^2/0.4)=0.395$, so $A_3$ has standard deviation $\sigma/\sqrt{0.395}=1.59\sigma$. For $\sigma=0.01$~meV, $w=0.05$ and $K=23.9$~eV, the spread of $B_0'$ is $0.0053$; sampling gives $0.0054$. At $w=0.025$ it is 0.043, far larger than the bias of 0.0005. At this noise level the wider of the two windows is the better choice for $B_0'$. The estimate assumes independent errors. A discontinuity caused by a changing basis set, for example, shifts neighbouring energies together and violates that assumption.

\section{From fitted curves to a transition pressure}

At zero temperature the stable polymorph has the lower enthalpy $H(P)=\min_V[E(V)+PV]$. A quadratic estimate uses $E\simeq E_0+B_0(V-V_0)^2/(2V_0)$. Minimization gives $V-V_0=-PV_0/B_0$, and substitution gives
\begin{equation}
H\simeq E_0+PV_0-\frac{P^2V_0}{2B_0}.
\end{equation}
Equating the two phases, with energies in eV and volumes in \AA$^3$,
\begin{equation}
0.08001-2.0005P+\frac{P^2}{2}(27.258-21.386)=0 .
\end{equation}
The smaller root is $P=0.0427$~eV\,\AA$^{-3}$, or 6.84~GPa. Dropping the quadratic term would give 6.41~GPa. The correction is upward because phase A is the more compressible, which reduces the volume difference under pressure.

Minimizing the full fitted curves gives 6.78~GPa, with volumes 32.95~\AA$^3$ for A and 31.16~\AA$^3$ for B. Both lie inside their fitted ranges. The original Vinet curves give the same pressure to within 0.001~GPa. Phase A is stable below this pressure and phase B above it, within this static two-phase model. The close agreement concerns the fitting error alone; an error in the energy difference between the polymorphs would pass directly into the transition pressure, at roughly $\delta P\simeq\delta(E_{0,B}-E_{0,A})/(V_A-V_B)$. With the transition volumes, 1~meV shifts it by about 0.09~GPa.

\section*{Computed results}
\begin{verbatim}
1 eV/A^3 = 160.2177 GPa
input A: E0 0.00 eV, V0 34.0 A^3, B0 200 GPa, B0' 5.0
input B: E0 0.08 eV, V0 32.0 A^3, B0 240 GPa, B0' 4.5
data: V_A (A^3), E_A (eV), V_B (A^3), E_B (eV)
31.0  0.198424  29.5  0.249605
31.5  0.133522  30.0  0.185301
32.0  0.082838  30.5  0.137484
32.5  0.045188  31.0  0.104804
33.0  0.019484  31.5  0.086023
33.5  0.004727  32.0  0.080000
34.0  0.000000  32.5  0.085687
34.5  0.004457  33.0  0.102118
35.0  0.017321  33.5  0.128402
35.5  0.037874  34.0  0.163718
36.0  0.065458  34.5  0.207309
A: x_m 0.09652753, h 0.00480733 A^-2
A: A0..A3 (eV) 0.00821769 0.06355079 0.12373832 0.00293144
A: S 0.12145898 eV, t0 -0.25918228, x0 0.09528156 A^-2
A: s 5255.5952 eV A^4, d 26385.788 eV A^6
A fit: E0 0.000008 eV, V0 34.00061 A^3
A fit: B0 1.247384 eV/A^3 = 199.853 GPa, B0' 4.9567
A rms residual: 12.846 micro-eV
B: x_m 0.09955066, h 0.00519081 A^-2
B: A0..A3 (eV) 0.08064547 0.01925077 0.14782993 0.00189617
B: S 0.14745908 eV, t0 -0.06519298, x0 0.09921226 A^-2
B: s 5472.7037 eV A^4, d 13557.305 eV A^6
B fit: E0 0.080018 eV, V0 32.00015 A^3
B fit: B0 1.496332 eV/A^3 = 239.739 GPa, B0' 4.4915
B rms residual: 15.725 micro-eV
A raw: a 24.88906898 eV, b -282.886533 eV A^2
A raw: c -2286.64150 eV A^4, d 26385.7877 eV A^6
A condition number: raw 4.97e+07, centred 7.12
window study: 11 nodes, noise 0.010 meV, 4000 samples
half-width 0.025: bias B0 -0.0547 GPa, B0' 0.000501
half-width 0.025: spread V0 0.00026 A^3, B0 0.0577 GPa, B0' 0.0428
half-width 0.050: bias B0 -0.2186 GPa, B0' 0.002004
half-width 0.050: spread V0 0.00013 A^3, B0 0.0146 GPa, B0' 0.0054
bias ratio wide/narrow: B0 3.997, B0' 4.000
spread ratio narrow/wide: V0 1.998, B0 3.953, B0' 7.995
half-width 0.050, centre offset 0.01: bias B0' -0.03298
half-width 0.050, centre offset 0.02: bias B0' -0.06785
E0_B - E0_A from fits: 0.080011 eV
transition pressure: fits 6.7835 GPa, input curves 6.7840 GPa
volumes at transition: A 32.9496 A^3, B 31.1586 A^3
\end{verbatim}
